# Gate-induced electron density in a two-dimensional channel on silicon dioxide

**Question.** An atom-thin n-type semiconductor lies on an oxidized silicon wafer. The oxide is 300 nm thick with constant relative permittivity 3.9, and the conducting silicon beneath it is the gate. Source and drain are both grounded. The channel is long, 10 µm wide, and has air above it. The temperature is 300 K. The threshold voltage is $V_T=10$ V and the gate is held at $V_G=60$ V.

Threshold is the gate voltage at which the channel holds a small reference density $n_0=1.0\times10^{10}$ cm$^{-2}$ of mobile electrons. The overdrive is $V_{ov}=V_G-V_T$. Densities count electrons, and $e$ is positive.

## (a) The capacitor relation

*Treat the channel as wide and let the oxide take all the added gate voltage. With no charge inside the oxide, derive the electron density added by an overdrive $V_{ov}$.*

**Answer.** Let $x$ run from the channel at $x=0$ to the gate at $x=d$. Without charge in the oxide, Poisson's equation is $\phi''=0$, so the potential is linear. If the oxide drop is $V_{ox}$,

$$\phi(x)=\frac{V_{ox}}{d}\,x,\qquad E_x=-\phi'=-\frac{V_{ox}}{d}.$$

For a positive gate the field points from gate to channel.

Apply Gauss's law to a thin box enclosing a piece of the channel. Far from the edges of a wide channel the field on the air side is negligible, so the charge per area $\sigma$ equals the displacement on the oxide side:

$$\sigma=\varepsilon_0\varepsilon_rE_x=-\frac{\varepsilon_0\varepsilon_rV_{ox}}{d}.$$

Electrons give $\sigma=-en$. The two minus signs cancel:

$$n=\frac{CV_{ox}}{e},\qquad C=\frac{\varepsilon_0\varepsilon_r}{d}.$$

Here $C$ is the capacitance per area. The relation is linear, so it also holds for changes. Above threshold the oxide drop grows by $V_{ov}$, and

$$\boxed{\Delta n=\frac{\varepsilon_0\varepsilon_rV_{ov}}{ed}}$$

This is the density added to $n_0$. The channel's mass and band gap are absent because, in this approximation, adding electrons costs no voltage inside the channel.

## (b) Why the overdrive enters

*A sheet of $N_f$ frozen electrons per area sits in the oxide at distance $x_c$ from the channel. Find its effect on the density, ignoring any work-function difference.*

**Answer.** Let the potential slope between channel and sheet be $s$. The sheet carries charge $-eN_f$. Integrating $\phi''=-\rho/(\varepsilon_0\varepsilon_r)$ across it raises the slope by $eN_f/(\varepsilon_0\varepsilon_r)$. The total potential difference is therefore

$$V_G=sx_c+\left(s+\frac{eN_f}{\varepsilon_0\varepsilon_r}\right)(d-x_c)
=sd+\frac{eN_f(d-x_c)}{\varepsilon_0\varepsilon_r}.$$

Gauss's law at the channel gives $en=\varepsilon_0\varepsilon_rs$. Solving the previous line for $s$,

$$en=C\left[V_G-\frac{eN_f(d-x_c)}{\varepsilon_0\varepsilon_r}\right].$$

The second term in the bracket is a threshold shift. The slope $dn/dV_G=C/e$ is unchanged. Frozen negative charge uses up part of the gate voltage before the channel begins to fill, and each further volt then acts as if that charge were absent. Charge near the gate, $x_c\to d$, has no effect on the threshold, while charge near the channel has the largest.

The argument fails if the oxide charge changes while the gate is swept. The threshold then moves, and one value of $V_T$ no longer describes the whole sweep.

## (c) The density

*Evaluate the capacitance and the added density. What would result from using the full gate voltage, or from an oxide 5% thicker?*

**Answer.** The overdrive is $60-10=50$ V. With $\varepsilon_0=8.854\times10^{-14}$ F/cm and $d=3.00\times10^{-5}$ cm,

$$C=\frac{3.9\times8.854\times10^{-14}}{3.00\times10^{-5}}\ \text{F/cm}^2=11.51\ \text{nF/cm}^2.$$

The added charge has magnitude

$$e\Delta n=11.51\ \text{nF/cm}^2\times50\ \text{V}=0.5755\ \mu\text{C/cm}^2.$$

Division by $e=1.602\times10^{-19}$ C gives

$$\Delta n=3.592\times10^{12}\ \text{cm}^{-2}=3.592\times10^{16}\ \text{m}^{-2},$$

or about $3.6\times10^{12}$ cm$^{-2}$. The extra digits serve the comparisons below; they are not the accuracy of a device.

Each volt adds $7.184\times10^{10}$ cm$^{-2}$. The reference density $n_0$ thus corresponds to only 0.14 V of oxide drop.

Using all 60 V would give $4.311\times10^{12}$ cm$^{-2}$, which is 20% above the correct value because $60/50=1.20$. An oxide 5% thicker, at the same overdrive, gives $3.592/1.05=3.421$ in units of $10^{12}$ cm$^{-2}$.

## (d) Filling the band

*The channel has a parabolic band of mass $m=0.5$ electron masses and spin-valley degeneracy $g=4$. How much voltage is spent in raising its chemical potential?*

**Answer.** In two dimensions there are $g/(2\pi)^2$ states per unit area of the sample and unit area of wavevector space. The states with energy below $E=\hbar^2k^2/(2m)$ fill a disc of area $\pi k^2$, so their number per area is

$$\frac{g\,\pi k^2}{4\pi^2}=\frac{g k^2}{4\pi}=\frac{gm}{2\pi\hbar^2}E.$$

The density of states is the derivative, $D=gm/(2\pi\hbar^2)$, independent of energy. With the chemical potential $\mu$ measured from the band edge,

$$n=D\int_0^\infty\frac{dE}{e^{(E-\mu)/k_BT}+1}.$$

Put $u=(E-\mu)/k_BT$. The integrand becomes $e^{-u}/(1+e^{-u})$, whose antiderivative is $-\ln(1+e^{-u})$. It vanishes at the upper limit, and the lower limit is $u=-\mu/k_BT$. Hence

$$n=Dk_BT\ln\!\left(1+e^{\mu/k_BT}\right),\qquad
\mu=k_BT\ln\!\left(e^{n/(Dk_BT)}-1\right).$$

The grounded contacts fix the electrochemical potential. If $\mu$ rises by $\Delta\mu$ relative to the band edge, the band edge must fall by $\Delta\mu$. An electron has charge $-e$, so the channel's electrostatic potential rises by $\Delta\mu/e$. That rise is subtracted from the added oxide drop:

$$e\Delta n=C\left(V_{ov}-\frac{\Delta\mu}{e}\right).$$

Here $D=4.177\times10^{14}$ cm$^{-2}$ eV$^{-1}$ and $k_BT=0.0259$ eV. The final density $n_0+\Delta n$ is $0.334\,Dk_BT$, so

$$\mu_{\rm final}=0.0259\ln(e^{0.334}-1)\ \text{eV}=-0.024\ \text{eV}.$$

The chemical potential is still below the band edge: even at this overdrive the electrons are not strongly degenerate at 300 K. The same formula at $n_0$ gives $-0.181$ eV. The rise is 0.157 eV, and the loss relative to the ideal density is $0.157/50=0.31\%$.

At low temperature, filling an empty band gives $\mu\to n/D$. For $\Delta n=3.592\times10^{12}$ cm$^{-2}$ that is 0.0086 eV, far below the room-temperature rise.

These values of $\mu$ treat the electrons as non-interacting. At this density, with the mean permittivity $(1+3.9)/2$ of air and oxide, the Coulomb energy of two electrons at the mean spacing $(\pi n)^{-1/2}\approx3$ nm is about 0.2 eV, larger than both $k_BT$ and $n/D$. A first-order exchange estimate lowers the final $\mu$ at 300 K by roughly 0.04 to 0.07 eV, depending on how strongly the sheet itself screens. So 0.157 eV, and the corrections below that are built on it, give sizes only, and $n/D$ is not a reliable low-temperature value for a real sheet. On 300 nm of oxide such shifts remain tiny next to 50 V.

The correction is small because the oxide is thick. Consider 3 nm of the same dielectric with the density and temperature held fixed. The field is unchanged, so the oxide drop is 0.50 V, but the channel still requires 0.157 V. Leaving aside traps and gate depletion, the total is 0.657 V, of which band filling takes 24%. With threshold set at $n_0$, the simple capacitor relation would then be a poor approximation. Part (e) shows how another definition of threshold reduces the correction.

## (e) Electrons held by traps

*Suppose traps have constant density $D_{it}=1.0\times10^{12}$ cm$^{-2}$ eV$^{-1}$ over the relevant energies, fixed relative to the channel band. How many induced electrons do they hold? Does the definition of threshold matter?*

**Answer.** Trap occupation follows the Fermi function. Raising $\mu$ moves this function by $\Delta\mu$ without changing its shape, so the extra area under it is $\Delta\mu$. The added trapped density is

$$\Delta n_t=D_{it}\Delta\mu=1.57\times10^{11}\ \text{cm}^{-2}.$$

This is 4.4% of the ideal $\Delta n$. The gate still induces these electrons, but they do not conduct. Part (a) counts all the added charge; a current measurement responds to its mobile part.

The size of the loss depends on where threshold is placed. Write the gate voltage as a function of mobile density. With band filling and traps included it is, apart from a constant,

$$\frac{en}{C}+a\,\mu(n),\qquad a=\frac1e+\frac{eD_{it}}{C}.$$

Now define threshold by extending the tangent at the final density back to $n=0$. The overdrive from that threshold is $n\,dV_G/dn$, so $\Delta\mu$ is replaced by $n\,d\mu/dn$. With $y=n/(Dk_BT)$, differentiating the formula for $\mu$ gives

$$n\frac{d\mu}{dn}=k_BT\frac{y}{1-e^{-y}}.$$

For $y=0.334$ this is $1.18\,k_BT=0.030$ eV instead of 0.157 eV. The extrapolated threshold thus absorbs about four fifths of both corrections. The electrons are the same; the voltage called overdrive has changed.

## (f) Depletion of the silicon gate

*The gate is n-type silicon with $N_D=1.0\times10^{19}$ donors per cm$^3$ and relative permittivity $\varepsilon_{Si}=11.7$. Assume the frozen oxide charge lies at the channel interface. Estimate the voltage lost in the gate, then combine the losses.*

**Answer.** A positive gate needs positive charge at its surface. In n-type silicon this charge is supplied by donors whose electrons have withdrawn. For $N_s$ positive charges per area, the depleted depth is $w=N_s/N_D$. The field falls linearly from $eN_s/(\varepsilon_0\varepsilon_{Si})$ to zero over this depth, and the voltage is the area of the triangle:

$$V_{dep}=\frac12\,\frac{eN_s}{\varepsilon_0\varepsilon_{Si}}\,\frac{N_s}{N_D}
=\frac{eN_s^2}{2\varepsilon_0\varepsilon_{Si}N_D}.$$

The gate must balance the frozen charge as well as the channel. Its sheet density is therefore $7.184\times10^{11}$ cm$^{-2}$ at 10 V and $4.311\times10^{12}$ cm$^{-2}$ at 60 V. Since threshold already includes the first value, the loss is the difference:

$$\Delta V_{dep}=\frac{1.602\times10^{-19}\,(4.311^2-0.7184^2)\times10^{24}}
{2(8.854\times10^{-14})(11.7)(1.0\times10^{19})}\ \text{V}=0.140\ \text{V}.$$

This is 0.28% of the overdrive. The estimate has a sharp depletion edge and ignores the thermal tail of the electrons, so it gives a size, not a precise correction. At 10 V the depleted depth, 0.7 nm, is less than the Debye length, 1.3 nm. Keeping the tail raises the loss to about 0.154 V, or 0.31%, and the combined loss found below from 4.90% to about 4.93%. A p-type gate would gather holes at this surface instead of depleting.

With all three effects, the mobile density satisfies

$$\frac{e(\Delta n+D_{it}\Delta\mu)}{C}+\frac{\Delta\mu}{e}+\Delta V_{dep}=V_{ov}.$$

Both $\Delta\mu$ and $\Delta V_{dep}$ depend on the unknown density. Numerical root finding gives $\Delta n=3.416\times10^{12}$ cm$^{-2}$, a loss of 4.90%. The separate losses add to 4.95%. The combined loss is slightly smaller because fewer mobile electrons mean a smaller rise in $\mu$, and hence fewer filled traps.

## (g) The edges of the channel

*Estimate the excess density at the centre caused by the air-side field. Why must the width average be treated separately?*

**Answer.** Measure potential from the gate, and let the channel differ from it by a voltage of magnitude $V$. For a width $W\gg d$, the oxide surface outside the channel is close to gate potential except near the edges, because the gate lies only $d$ below. To leading order, the air thus sees a strip at $V$ in a plane otherwise at zero.

The potential above such a plane is $V/\pi$ times the angle subtended by the strip. At height $z$ above its centre,

$$\phi=\frac{2V}{\pi}\arctan\frac{W}{2z}
=V\left[1-\frac2\pi\arctan\frac{2z}{W}\right].$$

The field magnitude at $z=0$ is $4V/(\pi W)$, since $\arctan q\approx q$ for small $q$. It adds a charge $4\varepsilon_0V/(\pi W)$ to the oxide-side charge $\varepsilon_0\varepsilon_rV/d$. The fractional excess is

$$\frac{4d}{\pi\varepsilon_rW}=\frac{4(0.300)}{\pi(3.9)(10)}=0.98\%.$$

This does not describe the edges, where field lines spread sideways and charge accumulates. For the average, the strip was treated as a conductor and divided into 301 narrow panels, each with uniform charge. The panel potentials included image charges for the oxide and gate, and the charges were solved for by requiring equal potential at all panel centres.

That calculation gives an excess of 0.94% at the centre and 5.0% averaged over the width, both relative to the parallel-plate density. For a channel four times wider on the same oxide, the centre excess is 0.24%. The density in part (c) therefore describes the interior of a wide channel. For the 10 µm strip, the edge contribution to the average is roughly as large as the trap loss, with opposite sign. The near cancellation belongs to these parameters and is not a general rule.

## (h) Can the oxide bear the field?

*Compare the oxide field with a rough breakdown field of 10 MV/cm. Estimate tunnelling from the channel into the oxide band, using a 3.0 eV barrier and an oxide mass of 0.4 electron masses.*

**Answer.** The overdrive changes the field by 1.67 MV/cm, but breakdown depends on the total field. With the frozen charge at the channel interface, the full gate voltage lies across the oxide:

$$F=\frac{60\ \text{V}}{300\ \text{nm}}=2.00\ \text{MV/cm}.$$

In the interior of the channel this is one fifth of the rough breakdown field. Near the edges charge accumulates, as noted in part (g), so the local field is higher and this margin does not apply there. Defects or thin spots can also reduce it.

The field tilts the barrier, whose height at distance $x$ from the channel is $\varphi-eFx$. An electron leaves it at $x_t=\varphi/(eF)=15$ nm. In the semiclassical approximation the transmission is $e^{-S}$, with

$$S=\frac2\hbar\int_0^{x_t}\sqrt{2m_{ox}(\varphi-eFx)}\,dx.$$

Set $q=\varphi-eFx$, so $dx=-dq/(eF)$. Reversing the limits removes the minus sign:

$$S=\frac{2\sqrt{2m_{ox}}}{\hbar eF}\int_0^\varphi q^{1/2}\,dq
=\frac{4\sqrt{2m_{ox}}\,\varphi^{3/2}}{3e\hbar F}=112.2.$$

For an electron at the band edge the transmission is about $10^{-49}$. Thermal energy $E$ above the edge is motion along the sheet. In the most favourable case, where disorder lets all of it act against the barrier, $\varphi$ is replaced by $\varphi-E$ in $S$. Such electrons are rare: at 300 K the product $e^{-E/k_BT}e^{-S}$ is then largest near $E=1.6$ eV, where it is about $10^{-42}$. If in-plane momentum is conserved instead, the barrier becomes $\varphi-E+Em/m_{ox}$, which for these masses is higher than $\varphi$, so $10^{-42}$ is the favourable extreme. This tunnelling path is therefore negligible in the interior of the channel. The estimate does not cover the stronger fields at the edges or leakage through defects.

## (i) Reading the answer for a real device

*Which assumption most limits the use of $3.6\times10^{12}$ cm$^{-2}$ for a real transistor of this kind?*

**Answer.** An oxide of 300 nm on doped silicon is a familiar back gate for research devices with atom-thin channels, and tens of volts are a normal gate range for it. The channel mass, trap density, doping and barrier used here are rough typical values, not measurements of one sample.

Among the effects sized here, the largest errors can come from assuming that immobile charge, in the oxide and in traps, stays fixed. If the threshold drifts by 5 V during a sweep, the inferred density changes by $5\times7.184\times10^{10}=3.6\times10^{11}$ cm$^{-2}$, or 10%. If the trap density were ten times larger, the estimate of part (e) with $\Delta\mu$ held fixed would put 44% of the induced electrons in traps. That figure is somewhat high, because $\mu$ rises less when fewer electrons are mobile, but the mobile density would clearly no longer be close to $CV_{ov}/e$.

With a stable threshold, the capacitor result is thus a sound estimate of the total induced charge in the interior of a wide channel on a thick oxide. With threshold set at $n_0$, using it as a mobile density also requires few traps, with $D_{it}\Delta\mu\ll\Delta n$.
